\section*{Why transfer-matrix products fail in long channels and scattering matrices do not}

\section{One Hamiltonian, two transmissions}

A strip 12~nm wide and 60~nm long carries two open modes and weak disorder. Composing the scattering matrices of its slices in double precision gives a transmission $T=1.4447$. Multiplying its transfer matrices, with the same Hamiltonian, energy and precision, gives $T=3\times10^{-53}$. The same transfer product carried to 80 digits returns $1.4447$. The transfer equations are therefore correct, and the false zero comes from rounding.

The strip is an effective-mass model on a square grid of step $a=1$~nm, with hard walls and $M=11$ sites per slice. The mass is $0.5\,m_e$, so the hopping energy is $\gamma=\hbar^2/(2ma^2)=76.2$~meV. The energy is $E=30$~meV above the band bottom, and the site energies are random and uniform within $\pm15$~meV. The leads are clean strips of the same width. All results refer to one disorder realization.

\section{What the transfer product contains}

Let $\psi_n$ hold the $M$ amplitudes on slice $n$, and let $H_n$ be the Hermitian Hamiltonian within that slice: site energies $4\gamma+V$ and transverse hopping $-\gamma$. The Schr\"odinger equation is
\begin{equation}
-\gamma\psi_{n+1}-\gamma\psi_{n-1}+H_n\psi_n=E\psi_n .
\end{equation}
Division by $\gamma$ gives the transfer step
\begin{equation}
\psi_{n+1}=A_n\psi_n-\psi_{n-1},\qquad A_n=(H_n-E)/\gamma .
\label{step}
\end{equation}
Repeating it carries $(\psi_0,\psi_1)$ to $(\psi_N,\psi_{N+1})$.

In a clean lead the transverse modes are $\sin(i\theta_j)$ with $\theta_j=\pi j/(M+1)$. On them $A$ has the eigenvalue $\alpha_j=4-2\cos\theta_j-E/\gamma$. A solution that gains a factor $\lambda$ per slice obeys
\begin{equation}
\lambda+\lambda^{-1}=\alpha_j .
\label{disp}
\end{equation}
If $|\alpha_j|<2$, then $\lambda=e^{\pm ik}$ and the mode is open. If $\alpha_j>2$, then $\lambda=e^{\mp\kappa}$ with $2\cosh\kappa=\alpha_j$. Equation~(\ref{disp}) is unchanged by $\lambda\to1/\lambda$, so each decaying solution has a growing partner, and the transfer product carries both. Here two modes are open and nine are evanescent. For the fastest, $j=11$,
\begin{equation}
\alpha_{11}=4+1.932-0.394=5.538,\qquad
\kappa_{\max}=\operatorname{arccosh}(2.769)=1.677 .
\end{equation}
Over 60 slices its partner grows by $e^{60\times1.677}\approx5\times10^{43}$.

To extract the transmission, collect the modes in the columns of $U$ and the factors of right-moving or right-decaying solutions in the diagonal matrix $\Lambda$. At the left end,
\begin{equation}
\psi_0=U(f+g),\qquad \psi_1=U(\Lambda f+\Lambda^{-1}g),
\label{lead}
\end{equation}
and at the right end the same form holds for $(\psi_N,\psi_{N+1})$ with amplitudes $f',g'$. In these amplitudes the product is a matrix $\mathcal M$ with $g'=\mathcal M_{21}f+\mathcal M_{22}g$. For a wave incident from the right, $f=0$ and $g'$ is given, so the transmitted amplitudes are
\begin{equation}
g=\tau g',\qquad \tau=\mathcal M_{22}^{-1}.
\end{equation}
The current of an open mode is proportional to $\sin k$, hence $T=\sum_{ij}|\tau_{ij}|^2\sin k_i/\sin k_j$ over open modes.

\section{How rounding destroys the open modes}

Two modes suffice to show the loss. Let one have gain 1 and the other gain $K=e^{\kappa N}$, and let the working basis mix them equally. The matrix to be stored is
\begin{equation}
\frac12\begin{pmatrix}K+1&K-1\\K-1&K+1\end{pmatrix},
\end{equation}
with eigenvalue $K$ on $(1,1)$ and eigenvalue 1 on $(1,-1)$. The open mode survives only in the difference between neighbouring entries, which is 1. Numbers of size $K/2$ are stored with a spacing of order $\varepsilon K$, where $\varepsilon$ is the relative precision. Once $\varepsilon K$ exceeds about one, the difference is gone, and no later inversion can restore it.

For the full problem, let $\mathcal M_{22}$ carry an error $\delta\mathcal M$. Expanding $(\mathcal M_{22}+\delta\mathcal M)(\tau+\delta\tau)=1$ to first order gives $\mathcal M_{22}\,\delta\tau+\delta\mathcal M\,\tau=0$, so
\begin{equation}
\delta\tau=-\tau\,\delta\mathcal M\,\tau .
\end{equation}
In the site basis the fastest growing solution enters all matrix elements, and rounding leaves errors that scale as $\varepsilon e^{\kappa_{\max}N}$, with prefactors that differ widely between entries, including in the part of $\mathcal M_{22}$ between open modes. There $\tau$ is of order one, and therefore
\begin{equation}
|\delta\tau|\sim\varepsilon e^{\kappa_{\max}N},\qquad
L_{\rm fail}\approx\frac{a\ln(1/\varepsilon)}{\kappa_{\max}} .
\label{fail}
\end{equation}
This is an estimate of order of magnitude, not a bound. With $\varepsilon=2.22\times10^{-16}$ it gives $36.04/1.677=21.5$ slices, or 21.5~nm.

The measured errors follow this law. The norm of the error in the open-mode amplitudes, which are themselves of order one, is $7\times10^{-14}$ at 5~nm, $7\times10^{-8}$ at 13~nm and $6\times10^{-5}$ at 17~nm. A fit from 5 to 17~nm gives a growth rate of 1.655 per slice, 1.3\% below $\kappa_{\max}$. The prefactor is about 0.1: at 17~nm equation~(\ref{fail}) gives $5\times10^{-4}$.

Well past the failure length the result tends to zero, for a reason visible in the singular values. The exact $\mathcal M_{22}$ has a largest entry of $5.7\times10^{43}$, yet its inverse has a largest entry of 0.91, because some singular values are of order one. Double precision reproduces the large entry to the three digits printed. But its rounding noise, of order $\varepsilon\times5.7\times10^{43}\approx10^{28}$, replaces the small singular values by huge ones, the smallest of them about $5\times10^{25}$. The largest entry of the computed inverse is then only $2\times10^{-26}$, and its square, $4\times10^{-52}$, is about ten times the false transmission, which contains only the open-mode entries. The outcome resembles strong localization or a closed barrier, so this value of $T$ alone does not reveal the error. Current conservation can: once rounding dominates, reflection and transmission computed from the same product generally no longer add up to the number of open modes. Just past the failure length, $T$ itself can exceed that number in some disorder realizations.

\section{Evanescence alone is harmless}

The argument needs unlike growth rates held in one matrix whose basis mixes them. Two cases without that mixture show the difference.

A single tunnelling mode has one growing number. If it is known to relative accuracy $\varepsilon$, so is its reciprocal. For a one-mode barrier of 120 slices and height $\gamma$, at an energy $0.4\gamma$ above the lead's band edge, $T=5.70\times10^{-79}$. The double-precision transfer product has a relative error of $2\times10^{-15}$, and scattering composition one of $9\times10^{-14}$. Both are good, and here the transfer product is the better.

A clean 60~nm strip does not scatter its modes into one another, and its exact transmission is 2. Treated one mode at a time, transfer multiplication gives 2.0000000000. The same strip multiplied in the site basis gives $2\times10^{-53}$. The Hamiltonian has not changed; the basis has mixed large and small numbers.

\section{Why scattering composition is stable}

\subsection{Waves that carry current on every bond}

The rate of change of $\psi_n^\dagger\psi_n$ shows that the current from slice $n$ to $n+1$ is $(2\gamma/\hbar)\,\mathrm{Im}\,\psi_n^\dagger\psi_{n+1}$. On each bond define reference amplitudes $c^\pm$ by
\begin{equation}
\psi_n=c_n^++c_n^-,\qquad \psi_{n+1}=i(c_n^+-c_n^-).
\label{ref}
\end{equation}
Then
\begin{equation}
\psi_n^\dagger\psi_{n+1}=i\left(|c_n^+|^2-|c_n^-|^2\right)
+i\left(c_n^{-\dagger}c_n^+-c_n^{+\dagger}c_n^-\right).
\end{equation}
The last bracket is a number minus its conjugate, hence imaginary, and $i$ times it is real. The current is thus proportional to $|c_n^+|^2-|c_n^-|^2$, even where the strip's own modes are evanescent. The reference waves are a choice of coordinates and leave the Hamiltonian unchanged.

For slice $n$ write $p=c_{n-1}^+$ and $s=c_n^-$ for the incoming waves, $q=c_{n-1}^-$ and $m=c_n^+$ for the outgoing ones. Equation~(\ref{ref}) on the two bonds gives
\begin{equation}
\psi_{n-1}=p+q,\quad \psi_n=i(p-q)=m+s,\quad \psi_{n+1}=i(m-s).
\end{equation}
Hence $q=p+i\psi_n$ and $m=\psi_n-s$. Inserting these in $\psi_{n+1}+\psi_{n-1}=A_n\psi_n$ yields
\begin{align}
i(\psi_n-2s)+2p+i\psi_n&=A_n\psi_n,\\
\psi_n&=G(p-is),\qquad G=2(A_n-2i)^{-1}.
\end{align}
The inverse exists because $A_n$ has real eigenvalues. The outgoing waves are
\begin{equation}
q=(1+iG)p+Gs,\qquad m=Gp-(1+iG)s .
\end{equation}
For an eigenvalue $\alpha$ of $A_n$ the transmission amplitude is $2/(\alpha-2i)$ and the reflection amplitude from the left is $\alpha/(\alpha-2i)$. Their squared moduli add to one. Current conservation makes the whole slice matrix unitary, so none of its entries exceeds one in modulus.

\subsection{Joining sections}

Let section 1 have reflection and transmission $r_1,t_1$ from the left and $r_1',t_1'$ from the right, and likewise section 2. The waves $m_\pm$ between them satisfy
\begin{equation}
m_+=t_1p+r_1'm_-,\qquad m_-=r_2m_++t_2's .
\end{equation}
Eliminating $m_-$ gives $m_+=D(t_1p+r_1't_2's)$ with $D=(1-r_1'r_2)^{-1}$. Substitution into the outgoing waves $q=r_1p+t_1'm_-$ and $t_2m_++r_2's$ gives
\begin{align}
r&=r_1+t_1'r_2Dt_1, & t&=t_2Dt_1,\\
r'&=r_2'+t_2Dr_1't_2', & t'&=t_1'(1+r_2Dr_1')t_2' .
\end{align}

The one inverse is under control when section 2 is a single slice. Section 1 is unitary, so $\|r_1'\|\le1$. The slice has $\|r_2\|=\rho=\max|\alpha|/\sqrt{\alpha^2+4}<1$. Summing the geometric series for $D$,
\begin{equation}
\|D\|\le\sum_{k=0}^{\infty}\|r_1'r_2\|^k\le\frac1{1-\rho},
\end{equation}
whatever the length already assembled. In the 60~nm strip the largest bound is 17.4 and the largest norm met is 2.5. No open-mode amplitude is ever found as a small difference of exponentially large numbers. Evanescent transmission appears as a decaying number, and losing it below an amplitude of order one does no harm to the total transmission. In a uniform barrier where every mode tunnels, the largest amplitude stays accurate, but much smaller ones can lose all their digits.

\subsection{What happens to earlier errors}

A bounded step does not by itself settle how old errors propagate. Let the matrix $S_1$ of section 1 change by $\delta S_1$. Its incoming waves are $(p,m_-)=Y(p,s)$, with
\begin{equation}
Y=\begin{pmatrix}1&0\\ r_2Dt_1&(1+r_2Dr_1')t_2'\end{pmatrix}.
\end{equation}
To first order the change adds sources $(\phi_q,\phi_m)=\delta S_1(p,m_-)$ to the outgoing waves of section 1. Then $\delta m_+=D\phi_m$ and $\delta m_-=r_2D\phi_m$, and these leave through $t_2$ and $t_1'$. The total change is
\begin{equation}
\delta S=X\,\delta S_1\,Y,\qquad
X=\begin{pmatrix}1&t_1'r_2D\\0&t_2D\end{pmatrix}.
\end{equation}
Amplification is thus set by the waves that the assembled section, placed between reference waves and not yet joined to its leads, supports at the cut. Over all 59 internal cuts, $\|X\|\,\|Y\|$ is at most 14.3. In six sampled steps the rounding error of one composition was between $0.8\,\varepsilon$ and $2.5\,\varepsilon$. Sixty errors of the larger size would add up to at most about $60\times14.3\times2.5\,\varepsilon=5\times10^{-13}$ in the scattering matrix. Matching to the real leads is a further step, well conditioned here: the inverse of its linear system has norm 3.9. The measured error of the open-mode amplitudes against the 80-digit result is $1.3\times10^{-14}$.

A very sharp resonance buried inside the section makes $X$ and $Y$ large. One that is confined by the evanescent modes of the leads need not, because it leaks freely into the reference waves; the ill-conditioning then appears in the matching to the leads. For a four-slice well with a resonance $7\times10^{-8}\gamma$ wide, $\|X\|\,\|Y\|$ is 3.7 and the inverse of the matching system has norm $6\times10^{6}$; with 14 clean slices added on each side the two numbers are $2\times10^{5}$ and 33. If the resonance shapes the transmission, the transmission is itself sensitive to a small change of the device, and no choice of algorithm removes that. A trapped mode that hardly couples to the open ones can also make these factors large, while the transmission barely responds.

\section{What to do in practice}

Compose slice by slice and attach the leads once, at the end. Inverting (\ref{ref}) gives $c_n^\pm=(\psi_n\mp i\psi_{n+1})/2$. With (\ref{lead}) and $f=0$ the end amplitudes are
\begin{align}
c_L^\pm&=\tfrac12U(1\mp i\Lambda^{-1})g,\\
c_R^\pm&=\tfrac12U\left[(1\mp i\Lambda)f'+(1\mp i\Lambda^{-1})g'\right].
\end{align}
Inserted in $c_L^-=rc_L^++t'c_R^-$ and $c_R^+=tc_L^++r'c_R^-$, they form $2M$ linear equations for $g$ and $f'$. The largest factor is one slice of growth, $e^{1.677}\approx5$. If two long sections are joined instead, the formulas still hold, but the bound on $D$ above does not cover that step.

A direct Green-function solution of the whole open system is an independent alternative. It agrees with composition to the ten decimals printed, at 60~nm and also at 600~nm, where $T=0.6797$ for the same energy and disorder strength.

More digits move the wall without removing it. Sixty slices consume $60\times1.677/\ln10\approx44$ digits, so 30 digits still fail, with $T=2\times10^{-23}$.

A finer grid brings the wall closer. As $a\to0$ at fixed width and energy, $\theta_M\to\pi$ and $E/\gamma\to0$, so $\alpha_M\to6$ and $\kappa_{\max}\to\operatorname{arccosh}3=1.763$. Equation~(\ref{fail}) then gives about 20 slices, whatever the material. In the clean strip a 1\% error in $T$ first appears at 22 slices (22~nm) for $a=1$~nm and at 20 slices (10~nm) for $a=0.5$~nm; a different order of operations can shift such a count by a slice. The fastest decay length in the example, 0.60~nm, is shorter than the grid step. The mode that ruins the product therefore belongs to the grid more than to the semiconductor.

\section{The example beside a real channel}

The parameters are roughly those of a very clean gated monolayer MoS$_2$ sample at 4~K: in the Born approximation, the model disorder gives a wide sheet a mobility of about 4700~cm$^2$/Vs. In a wide sheet with fourfold spin and valley degeneracy, 30~meV corresponds to $1.25\times10^{13}$~cm$^{-2}$, a high but attainable density; a hard-wall width of 12~nm is narrow, and the hard wall leaves out the edge states and edge roughness of a real ribbon. A rough spin splitting of 3~meV puts the upper branch at 27~meV, where $T=1.824$. That this exceeds the value at 30~meV is a result for this one disorder realization; no average over disorder was taken. With two valleys and no scattering between them, $G=2(e^2/h)(1.445+1.824)=253~\mu$S; neglecting the splitting would give $224~\mu$S. Thermal averaging at 4~K lowers $T$ by less than $10^{-4}$ at 30~meV but by 0.012 at 27~meV, which brings $G$ to $252~\mu$S. The grid lowers the second subband edge from 20.9 to 20.4~meV. Its effect on the transmission is larger: with each site's potential held constant over its 1~nm cell and the edge cells extended to the walls, a 0.2~nm grid gives $T=1.586$ at 30~meV and, without thermal averaging, $G=266~\mu$S. Refining the step further to $1/13$~nm raises these values by 0.004 and $0.5~\mu$S. The further digits of $T$ quoted above therefore belong to the 1~nm grid model, not to the continuum strip.

Of the corrections estimated here, the largest comes from the assumption of reflectionless leads. A rough contact resistance of $500~\Omega\,\mu$m adds some 83~k$\Omega$ for two contacts on this width, against 4~k$\Omega$ for the model strip, and would reduce $G$ to about $11~\mu$S. At room temperature the assumption of weak scattering fails as well. A rough mobility of 50~cm$^2$/Vs means a mean free path of 2~nm, and the diffusive estimate $ne\mu W/L$ at the same density is $20~\mu$S. These corrections change the device prediction. They do not affect the comparison of the two algorithms, which solve the same model. The remaining digits are in the numerical output.

\section*{Computed values}
\begin{verbatim}
effective mass (rough): 0.5 m_e; grid step: 1.0 nm
strip width: 12 nm; length: 60 nm
energy: 30 meV; disorder: +/-15 meV
hopping: 76.20 meV; energy/hopping: 0.3937
open modes: 2; evanescent modes: 9
fastest growth kappa*a: 1.6773 per slice
fine-grid limit arccosh(3): 1.7627 per slice
fastest decay length: 0.596 nm
double-precision epsilon: 2.220e-16
predicted failure length: 21.5 nm
measured error growth: 1.6550 per slice
transfer amplitude error at 5 nm: 7.46e-14
transfer amplitude error at 9 nm: 5.25e-11
transfer amplitude error at 13 nm: 7.31e-08
transfer amplitude error at 17 nm: 6.45e-05
clean 1% failure, 1 nm grid: 22 slices = 22.0 nm
clean 1% failure, 0.5 nm grid: 20 slices = 10.0 nm
T at 60 nm, scattering, double: 1.4446822398
T at 60 nm, Green function, double: 1.4446822398
T at 60 nm, transfer, 80 digits: 1.4446822398
T at 60 nm, transfer, 30 digits: 2.17e-23
T at 60 nm, transfer, double: 3.25e-53
largest M22 entry, 80 digits: 5.69e+43; double: 5.69e+43
largest inverse-M22 entry, 80 digits: 0.914; double: 1.89e-26
scattering amplitude error at 60 nm: 1.31e-14
scattering unitarity error at 60 nm: 1.44e-14
largest norm of D: 2.456; its bound: 17.366
largest error amplification |X||Y| over cuts: 14.30
T at 600 nm, scattering: 0.6796802519
T at 600 nm, Green function: 0.6796802519
clean 60 nm T, site-basis transfer: 1.90e-53
clean 60 nm T, mode-by-mode transfer: 2.0000000000
one-mode barrier: 120 slices, height 1.0, energy 0.4 above edge (hopping units)
one-mode tunnelling T, 120 digits: 5.698469e-79
relative error, transfer: 1.8e-15
relative error, scattering: 9.0e-14
thermal energy at 4 K: 0.345 meV
T averaged thermally at 4 K: 1.44460
spin splitting (rough): 3 meV; upper-branch T: 1.82429
conductance, two valleys and both spin branches: 253.28 uS
second subband edge, grid: 20.42 meV; continuum: 20.89 meV
2D sheet density, fourfold degeneracy: 1.25e+13 cm^-2
room-temperature mobility (rough): 50 cm2/Vs
room-temperature mean free path: 2.06 nm
\end{verbatim}
